**Transfer length of a thin-film contact, compared with a resistor ladder**

The program tests the formula $L=\sqrt{r/R}$ for the transfer length, where $r$ is the specific contact resistance and $R$ the sheet resistance of the film under the metal. Film and interface are replaced by a ladder of many small resistors, which is solved from Kirchhoff's current law. The program asserts that the distance at which the ladder current falls to $1/e$ agrees with the formula for three pairs of $r$ and $R$. For $r=10^{-4}$ ohm cm$^2$ and $R=10000$ ohms per square, the output shows 10000 angstrom, or one micrometre. For contacts of finite length $d$ and width $W$, it asserts that the ladder reproduces the hyperbolic-sine current profile and the resistance $(RL/W)\coth(d/L)$, and that a very short contact approaches $r/(Wd)$. A separate finite-volume calculation across a film of thickness $t$ tests the relative lengthening $t^2/(6L^2)$ of the decay. The output gives about $1.5\times10^{-4}$ for 300 angstrom and 0.67 percent for 2000 angstrom.

## Numerical check

```python
"""Transfer length of a metal contact on a thin semiconducting film.

Result under test: the film current under a long contact decays as
exp(-x/L) with L = sqrt(r/R); r = 1e-4 ohm cm^2 and R = 1e4 ohm per
square give L = 1 micrometre.
Symbols: r specific contact resistance, R sheet resistance, L transfer
length, d contact length, W contact width, t film thickness,
x distance from the front edge. Lengths are in angstrom.
The reference is a resistor ladder solved from Kirchhoff's current law.
"""
import numpy as np
from scipy import constants
from scipy.linalg import solve_banded, eigh_tridiagonal


def ladder(r, R, d, W, cells):
    """Return face positions, film currents and contact resistance.

    Unit current enters at the front edge; the metal is at zero potential.
    """
    h = d / cells
    g_film = W / (R * h)
    g_metal = W * h / r
    diagonal = np.full(cells, 2 * g_film + g_metal)
    diagonal[0] -= g_film
    diagonal[-1] -= g_film
    bands = np.zeros((3, cells))
    bands[0, 1:] = -g_film
    bands[1] = diagonal
    bands[2, :-1] = -g_film
    source = np.zeros(cells)
    source[0] = 1.0
    potential = solve_banded((1, 1), bands, source)
    leaked = np.concatenate(([0.0], np.cumsum(g_metal * potential)))
    front_potential = potential[0] + 0.5 / g_film
    return np.linspace(0, d, cells + 1), 1 - leaked, front_potential


def distance_to_1_over_e(x, current):
    """First position at which the film current has fallen to 1/e."""
    target = np.exp(-1)
    j = int(np.argmax(current < target))
    part = (current[j - 1] - target) / (current[j - 1] - current[j])
    return x[j - 1] + part * (x[j] - x[j - 1])


def thick_film_decay_length(r, R, t, cells=200):
    """Slowest decay length of Laplace's equation in a film of thickness t.

    Finite volumes across the film: insulating bottom, leaking top.
    """
    leak = R * t**2 / r
    diagonal = np.full(cells, 2.0 * cells**2)
    diagonal[0] = cells**2
    diagonal[-1] = cells**2 + cells * leak / (1 + leak / (2 * cells))
    off_diagonal = np.full(cells - 1, -1.0 * cells**2)
    lowest = eigh_tridiagonal(diagonal, off_diagonal, eigvals_only=True,
                              select="i", select_range=(0, 0))[0]
    return t / np.sqrt(lowest)


r_cm = 1e-4
R = 1e4
W = 1e6
angstrom_per_cm = constants.centi / constants.angstrom
r = r_cm * angstrom_per_cm**2
L = np.sqrt(r / R)
L_micrometre = L * constants.angstrom / constants.micro

print(f"specific contact resistance: {r_cm:.1e} ohm cm^2")
print(f"the same for use with angstrom: {r:.3e} ohm angstrom^2")
print(f"sheet resistance: {R:.0f} ohm per square")
print(f"ratio r/R: {r / R:.3e} angstrom^2")
print(f"transfer length from formula: {L:.1f} angstrom")
print(f"transfer length from formula: {L_micrometre:.4f} micrometre")

# Square-root law: 1/e distance of the ladder current, three input pairs.
# Discretization error is of order (cell/L)^2, below 1e-5 here.
print("1/e distance of the current in the resistor ladder:")
for r_factor, R_factor in ((1, 1), (10, 1), (1, 4)):
    r_test, R_test = r * r_factor, R * R_factor
    x, current, _ = ladder(r_test, R_test, 1e6, W, 40000)
    measured = distance_to_1_over_e(x, current)
    assert abs(measured / np.sqrt(r_test / R_test) - 1) < 2e-5
    if (r_factor, R_factor) == (1, 1):
        assert abs(measured * constants.angstrom / constants.micro - 1) < 2e-5
        shares = [np.interp(n * L, x, current) for n in (1, 2, 3)]
    print(f"  r times {r_factor}, R times {R_factor}: {measured:.1f} angstrom")

print("current still in the film under a long contact (ladder):")
for n, share in zip((1, 2, 3), shares):
    assert abs(share - np.exp(-n)) < 2e-5
    print(f"  at {n * L:.0f} angstrom: {100 * share:.2f} percent")

# Finite contacts: current profile and resistance against the ladder.
print(f"contact width: {W:.0f} angstrom")
print(f"long-contact limit R L/W: {R * L / W:.2f} ohm")
print("contact resistance: ladder, coth formula, uniform-flow r/(W d)")
for d in (5000.0, 10000.0, 20000.0, 50000.0):
    x, current, resistance = ladder(r, R, d, W, 4000)
    profile = np.sinh((d - x) / L) / np.sinh(d / L)
    formula = R * L / W / np.tanh(d / L)
    assert np.max(np.abs(current - profile)) < 1e-5
    assert abs(resistance / formula - 1) < 1e-5
    print(f"  d = {d:.0f} angstrom: {resistance:.2f}, {formula:.2f}, "
          f"{r / (W * d):.2f} ohm")

# Short-contact limit: resistance approaches uniform flow through the area.
d_short = 200.0
_, _, short_resistance = ladder(r, R, d_short, W, 400)
assert abs(short_resistance * W * d_short / r - 1) < 1e-3

# Finite film thickness: relative lengthening t^2/(6 L^2) to leading order.
print("relative lengthening of the decay by film thickness:")
for t in (300.0, 2000.0):
    excess = thick_film_decay_length(r, R, t) / L - 1
    estimate = t**2 / (6 * L**2)
    assert abs(excess / estimate - 1) < 1e-2
    print(f"  t = {t:.0f} angstrom: computed {excess:.3e}, "
          f"formula {estimate:.3e}")

print("OK")
```

It prints:

```
specific contact resistance: 1.0e-04 ohm cm^2
the same for use with angstrom: 1.000e+12 ohm angstrom^2
sheet resistance: 10000 ohm per square
ratio r/R: 1.000e+08 angstrom^2
transfer length from formula: 10000.0 angstrom
transfer length from formula: 1.0000 micrometre
1/e distance of the current in the resistor ladder:
  r times 1, R times 1: 10000.0 angstrom
  r times 10, R times 1: 31622.8 angstrom
  r times 1, R times 4: 5000.0 angstrom
current still in the film under a long contact (ladder):
  at 10000 angstrom: 36.79 percent
  at 20000 angstrom: 13.53 percent
  at 30000 angstrom: 4.98 percent
contact width: 1000000 angstrom
long-contact limit R L/W: 100.00 ohm
contact resistance: ladder, coth formula, uniform-flow r/(W d)
  d = 5000 angstrom: 216.40, 216.40, 200.00 ohm
  d = 10000 angstrom: 131.30, 131.30, 100.00 ohm
  d = 20000 angstrom: 103.73, 103.73, 50.00 ohm
  d = 50000 angstrom: 100.01, 100.01, 20.00 ohm
relative lengthening of the decay by film thickness:
  t = 300 angstrom: computed 1.500e-04, formula 1.500e-04
  t = 2000 angstrom: computed 6.662e-03, formula 6.667e-03
OK
```
